# Connected Functions as Trees of One-Particle-Irreducible Vertices

## A five-field correlation from a quartic action

Two real variables $\phi_1,\phi_2$ with a certain action of fourth degree, specified below, have a connected five-field function at site 1 equal to $+0.0337$. The action has no fifth-degree term. The effective action built from the same integral does have one, but its direct contribution is $-0.0083$, of the wrong sign and too small. The remainder comes from 25 tree diagrams with two or three vertices. Their lines and vertices follow from the logarithm of the generating integral and its Legendre transform.

### Conventions and the Wick expansion

Let $\phi_i$ be real commuting fields. The index $i$ stands for position and component, and repeated indices are summed. In Euclidean form

$$S[\phi]=\tfrac12\phi_iK_{ij}\phi_j+V[\phi],\qquad V=\sum_{k\ge3}\frac1{k!}g^{(k)}_{i_1\ldots i_k}\phi_{i_1}\cdots\phi_{i_k}, \tag{1}$$

$$Z[J]=\int d\phi\,e^{-S[\phi]+J_i\phi_i},\qquad W[J]=\ln Z[J]. \tag{2}$$

The matrix $K$ is symmetric and positive, with inverse $\Delta$, the bare propagator. A gauge field must first be gauge fixed so that $K$ has an inverse. Fermions require Grassmann sources and ordering signs, which are not treated here.

Diagram statements below hold order by order in the couplings. Identities obtained by differentiating $W$ and its Legendre transform hold also for the full integral, when it has finitely many variables and converges with all the moments used.

Completing the square in the Gaussian integral, with $Z_0=\int d\phi\,e^{-\phi K\phi/2}$, gives $\langle e^{j\phi}\rangle_0=e^{j\Delta j/2}$. The operator $\exp(\frac12\partial_\phi\Delta\partial_\phi)$ acting on $e^{j\phi}$ multiplies it by the same factor, since each $\partial_\phi$ yields $j$. Comparing powers of $j$ therefore gives, for any polynomial and hence term by term for a series,

$$\frac{Z[J]}{Z_0}=\left.\exp\!\left(\tfrac12\partial_\phi\Delta\partial_\phi\right)e^{-V[\phi]+J\phi}\right|_{\phi=0}. \tag{3}$$

This is the Wick expansion: expand the last exponential and join all fields in pairs by lines $\Delta$. A vertex with $k$ half-lines carries $-g^{(k)}/k!$, and a source is a vertex with one half-line and factor $J$. If type $k$ occurs $N_k$ times, the exponential supplies $1/N_k!$, with $k=1$ denoting sources. Vertices of each type and their half-lines are labelled, so every pairing is counted once.

### Why the logarithm is connected

Each labelled diagram is a set of connected components. Suppose it has $r$ components, put in some order, and component $a$ contains $n_k^{(a)}$ vertices of type $k$. Their labels can be distributed in $\prod_kN_k!/\prod_an_k^{(a)}!$ ways. The numerator cancels the factors $1/N_k!$, leaving each component with its own factorial weight. Labels make the components distinct, so the ordering has counted every set $r!$ times. If $C[J]$ is the sum of connected diagrams,

$$\frac{Z[J]}{Z_0}=\sum_{r=0}^{\infty}\frac{C[J]^r}{r!}=e^{C[J]},\qquad W[J]=\ln Z_0+C[J]. \tag{4}$$

A derivative $\partial/\partial J_i$ removes one source and leaves a line ending at $i$. The $N_1$ choices turn $1/N_1!$ into $1/(N_1-1)!$. Thus $W_{i_1\ldots i_n}=\partial^nW/\partial J_{i_1}\cdots\partial J_{i_n}$ is the sum of connected diagrams with $n$ labelled ends.

The first derivatives also have a meaning without diagrams:

$$W_i=\langle\phi_i\rangle\equiv\varphi_i,\qquad
W_{ij}=\langle\phi_i\phi_j\rangle-\varphi_i\varphi_j\equiv D_{ij}. \tag{5}$$

For higher derivatives put $\delta=\phi-\varphi$. Adding $j$ to the source gives $W[J+j]-W[J]=j\varphi+\ln\langle e^{j\delta}\rangle$. With $m_n=\langle(j\delta)^n\rangle$ and $m_1=0$,

$$\ln\!\left(1+\frac{m_2}{2}+\frac{m_3}{6}+\cdots\right)
=\frac{m_2}{2}+\frac{m_3}{6}+\frac{m_4-3m_2^2}{24}+\frac{m_5-10m_2m_3}{120}+\cdots. \tag{6}$$

The subtractions come from $-\frac12(m_2/2+m_3/6)^2$. They remove the correlations already present in smaller groups. If the variables form two independent systems, $Z$ is a product and $W$ a sum, so every derivative involving both systems vanishes.

### The Legendre transform

The matrix $D$ is the full propagator in the presence of $J$. For a nonzero vector $a$, $a_iD_{ij}a_j=\langle(a_i\delta_i)^2\rangle>0$, because the integrand of (2) is positive for real $J$ and not confined to a plane. Hence $\varphi(J)$ can be inverted locally. It is also one-to-one: integrating along the straight line from $J'$ to $J$ gives

$$(J-J')_i(\varphi-\varphi')_i=\int_0^1dt\,(J-J')_iD_{ij}(J-J')_j>0. \tag{7}$$

Define the effective action by

$$\Gamma[\varphi]=J_i\varphi_i-W[J],\qquad J=J(\varphi). \tag{8}$$

Its derivative is

$$\Gamma_i=J_i+\varphi_j\frac{\partial J_j}{\partial\varphi_i}-W_j\frac{\partial J_j}{\partial\varphi_i}=J_i, \tag{9}$$

where the last two terms cancel because $W_j=\varphi_j$. A second derivative gives

$$\Gamma_{ij}=\frac{\partial J_i}{\partial\varphi_j}=(D^{-1})_{ij}. \tag{10}$$

At zero source the mean $\bar\varphi$ satisfies $\Gamma_i[\bar\varphi]=0$. This has the form of a classical field equation, with fluctuations included in $\Gamma$.

### Why its vertices are one-particle irreducible

A line is called a bridge if cutting it disconnects the diagram. An amputated diagram, one without propagators on its external legs, is one-particle irreducible (1PI) if it is connected and has no bridge among its internal lines. A single vertex is included. Let $A^{(m)}_{i_1\ldots i_m}$ be the sum of such diagrams with $m$ labelled legs and no sources, and let

$$A[\varphi]=\sum_{m\ge1}\frac1{m!}A^{(m)}_{i_1\ldots i_m}\varphi_{i_1}\cdots\varphi_{i_m}. \tag{11}$$

A bare vertex contributes $-g^{(k)}$ to $A^{(k)}$, because the $k!$ assignments of legs cancel its $1/k!$. Therefore $A=-V+A_{\rm loop}$, where $A_{\rm loop}$ contains the 1PI diagrams with loops.

Now consider $\varphi_i=W_i$, the connected diagrams with one labelled end. The line $\Delta_{ij}$ starting there reaches either a source or an interaction vertex. In the second case, collect all vertices that can be reached from this vertex without crossing a bridge. They form a unique 1PI block.

Every line leaving the block is a bridge. Two such lines cannot lead to the same outside piece, since each would then provide a way round the other. Apart from the line to the labelled end, each departing line thus carries its own connected diagram with one end on the block. The sum over such branches is again $\varphi$. Conversely, joining any branches to a 1PI block produces one of the original diagrams.

The weights agree as well. Vertex labels are shared among block and branches as in (4). With $m$ branches, assigning them to the labelled legs of $A^{(m+1)}$ counts each diagram $m!$ times, and this is removed by $1/m!$. Consequently

$$\varphi_i=\Delta_{ij}\left[J_j+\sum_{m\ge0}\frac1{m!}A^{(m+1)}_{jk_1\ldots k_m}\varphi_{k_1}\cdots\varphi_{k_m}\right]
=\Delta_{ij}\left(J_j+\frac{\partial A}{\partial\varphi_j}\right). \tag{12}$$

Multiplying by $K$ and using (9),

$$\frac{\partial\Gamma}{\partial\varphi_i}=J_i=K_{ij}\varphi_j-\frac{\partial A}{\partial\varphi_i}, \tag{13}$$

$$\Gamma[\varphi]=\tfrac12\varphi K\varphi-A[\varphi]+\text{constant}
=S[\varphi]-A_{\rm loop}[\varphi]+\text{constant}. \tag{14}$$

The constant does not affect any vertex. For $n\ge3$, $-\Gamma^{(n)}$ at $\varphi=0$ is the sum of 1PI diagrams with $n$ legs. The second derivative is different: $\Gamma^{(2)}(0)=K-\Sigma$ with $\Sigma=A^{(2)}$. Its inverse is the propagator for the source that makes $\varphi=0$,

$$(K-\Sigma)^{-1}=\Delta+\Delta\Sigma\Delta+\Delta\Sigma\Delta\Sigma\Delta+\cdots. \tag{15}$$

### A nonzero mean and its tadpoles

If $\bar\varphi\ne0$, physical functions at $J=0$ require derivatives at $\bar\varphi$. Taylor's theorem gives, for $n\ge3$,

$$-\Gamma^{(n)}_{i_1\ldots i_n}[\bar\varphi]=\sum_{m\ge0}\frac1{m!}A^{(n+m)}_{i_1\ldots i_nk_1\ldots k_m}\bar\varphi_{k_1}\cdots\bar\varphi_{k_m}. \tag{16}$$

For $n=2$ the same sum, called $\bar\Sigma$, equals $K-\Gamma^{(2)}[\bar\varphi]$. Each $\bar\varphi$ is a tadpole, a connected diagram with one end. The line attaching it is a bridge, but all external legs lie on one side. Irreducibility at $\bar\varphi$ therefore means that no internal line separates external legs from one another.

A count with one field, $\Delta=1$ and $V=g\phi^3/6+\lambda\phi^4/24$ shows the distinction. Two cubic vertices and two ends have 8 half-lines and $7\cdot5\cdot3=105$ pairings.

- In a bubble, the ends go to different vertices and two lines join the vertices: $6\cdot3\cdot2=36$ pairings.
- In a tadpole, the ends go to the same vertex, whose third half-line reaches the other vertex: $6\cdot2\cdot3=36$ pairings.

The other 33 are disconnected. Each pairing has weight $g^2/(2!\,6^2)=g^2/72$, so bubble and tadpole each contribute $g^2/2$. The first is strictly 1PI. Both belong to $\bar\Sigma$.

With one quartic vertex added, an explicit enumeration finds 7848 connected pairings. Of these, 6120 have no internal line separating the ends. The remaining 1728, each of weight $-g^2\lambda/1728$, sum to $-g^2\lambda$. This is the second-order term of the series (15) with $\bar\Sigma$ in place of $\Sigma$. To the needed order $\bar\Sigma=g^2-\lambda/2$, and the mixed term of $\bar\Sigma^2$ is $2g^2(-\lambda/2)=-g^2\lambda$.

### From irreducible vertices to trees

By the chain rule and (10),

$$\frac{\partial}{\partial J_l}=D_{lm}\frac{\partial}{\partial\varphi_m}. \tag{17}$$

Differentiating $\Gamma_{ac}D_{cb}=\delta_{ab}$ with respect to $\varphi_m$ and multiplying by $D$ from the left gives

$$\frac{\partial D_{ab}}{\partial\varphi_m}=-D_{ac}\Gamma_{cdm}D_{db}. \tag{18}$$

The minus sign belongs to the vertex $-\Gamma^{(3)}$. Applying (17) to $W_{ij}=D_{ij}$,

$$W_{ijk}=-\Gamma_{abc}D_{ai}D_{bj}D_{ck}. \tag{19}$$

For the fourth derivative, $\partial/\partial J_l$ can act on the vertex or on any of the three propagators. Acting on $D_{ck}$ it gives $W_{ckl}=-\Gamma_{fgh}D_{fc}D_{gk}D_{hl}$, and the two minus signs multiply to plus. Hence

$$\begin{aligned}
W_{ijkl}={}&-\Gamma_{abcd}D_{ai}D_{bj}D_{ck}D_{dl}\\
&+\Gamma_{abc}D_{ai}D_{bj}D_{cf}\Gamma_{fgh}D_{gk}D_{hl}\\
&+(j\leftrightarrow k)+(j\leftrightarrow l),
\end{aligned}\tag{20}$$

where the exchanges apply to the second line. They give the pairings $(ik|jl)$ and $(il|kj)$.

The general result follows by induction. Suppose $W_{i_1\ldots i_n}$ is the sum of all trees with $n$ labelled ends, lines $D$ and vertices $-\Gamma^{(k)}$ with $k\ge3$, each tree once. Another source derivative attaches a new leg to a vertex, changing $-\Gamma^{(k)}$ into $-\Gamma^{(k+1)}$, or to a line, inserting $-\Gamma^{(3)}$. External lines are included.

Every tree with $n+1$ ends arises once. To see this, remove its last leg. If the vertex it leaves had more than three lines, an allowed vertex remains. If it had three, delete the vertex and fuse the other two lines. This fixes both the earlier tree and the place of attachment. Since (19) is the tree for $n=3$, the induction is complete.

There are no two-leg vertices in these trees, because $D$ already contains the self-energy. The loops have not disappeared: they are inside $D$ and $\Gamma^{(k)}$.

A tree with $n$ ends and $v$ vertices has $n$ external and $v-1$ internal lines. The number $T(n,v)$ of trees therefore obeys

$$T(n+1,v)=vT(n,v)+(n+v-2)T(n,v-1),\qquad T(3,1)=1. \tag{21}$$

Four ends give $1+3$ trees. Five give $1$, then $2\cdot3+4\cdot1=10$, then $5\cdot3=15$. For a single variable,

$$W_5=-\Gamma_5D^5+10\Gamma_4\Gamma_3D^6-15\Gamma_3^3D^7. \tag{22}$$

### The limit without loops

Replace the exponent in (2) by $(-S+J\phi)/\hbar$. Each line then carries $\hbar$, and each vertex or source carries $1/\hbar$. A connected diagram with $I$ lines, $N$ vertices and sources, and $L$ loops has $L=I-N+1$, so it scales as $\hbar^{I-N}=\hbar^{L-1}$. In the diagram series, the leading part of $\hbar\ln Z$ in powers of $\hbar$ consists of the diagrams with $L=0$.

At that order $A_{\rm loop}$ drops out, and $\Gamma=S$ up to a constant. Equation (13) becomes $K\varphi+V'[\varphi]=J$, the classical field equation. Expanding the solution that vanishes with $J$ gives trees with bare lines and vertices. The full theorem keeps this tree structure and replaces $S$ by $\Gamma$.

For the full integral, $\Gamma\to S$ as $\hbar\to0$ requires a convex $S$, because the exact $\Gamma$ is convex by (10). The two-site model below is convex. One field with $K=1$, $g=2$, $\lambda=1$ is not. There $S''(-2)=-1$, while $\Gamma''(-2)$ is $0.20$, $0.017$ and $0.0017$ for $\hbar=1$, $0.1$ and $0.01$. The mean at $J=0$ tends to the deeper minimum at $-4.73$, not to the solution that vanishes with $J$.

### The two-site model

The opening numbers belong to

$$S=\tfrac12\phi_iK_{ij}\phi_j+\sum_{i=1}^2\left(\frac g6\phi_i^3+\frac\lambda{24}\phi_i^4\right), \tag{23}$$

with $K_{11}=2$, $K_{12}=-0.5$, $K_{22}=1.5$, $g=0.6$ and $\lambda=1$, all dimensionless. Direct quadrature on a two-dimensional grid gives the moments. Newton's method inverts $\varphi(J)$ on a small grid of mean fields around $\bar\varphi$, and finite differences of $J(\varphi)$ give the derivatives of $\Gamma$.

The means are $\bar\varphi_1=-0.0914$ and $\bar\varphi_2=-0.1245$, so the vertices must be taken away from zero field. The propagator has $D_{11}=0.49677$, $D_{12}=0.14690$ and $D_{22}=0.63302$. With $\Gamma_{11}=2.16132$ and $\Gamma_{12}=-0.50155$, one entry of (10) reads

$$D_{11}\Gamma_{11}+D_{12}\Gamma_{21}=1.0737-0.0737=1.0000. \tag{24}$$

The bare second derivative at the mean is $S_{11}=2+g\bar\varphi_1+\lambda\bar\varphi_1^2/2=1.9493$. In the language of (14), the difference $\Gamma_{11}-S_{11}=0.2120$ is the loop part, to all orders. One loop is not enough at these couplings: the term $\frac12\ln\det S''$ gives $0.241$ here, and $0.99$ for the fifth derivative listed below. The vertices at site 1 change too:

- The cubic derivative falls from $S_{111}=g+\lambda\bar\varphi_1=0.5086$ to $\Gamma_{111}=0.3908$.
- The quartic derivative falls from $1$ to $\Gamma_{1111}=0.8144$.
- The fifth derivative, zero in $S$, becomes $\Gamma_{11111}=0.2655$.

Keeping site 1 on all internal indices in (19) gives $-0.3908(0.4968)^3=-0.0479$. The full sum over both sites is $-0.0486$, so terms with at least one internal index 2 supply about $-0.0007$. For four legs the full sums are

$$W_{1111}=\underbrace{-0.04997}_{\text{one vertex}}+\underbrace{0.01436}_{\text{three exchange trees}}=-0.03562. \tag{25}$$

The total was rounded after adding, so its last digit differs by one from the sum of the rounded terms. The exchange trees cancel 29% of the one-vertex term. For five legs,

$$W_{11111}=\underbrace{-0.00827}_{1\ \text{tree}}+\underbrace{0.04902}_{10\ \text{trees}}-\underbrace{0.00707}_{15\ \text{trees}}=0.03368. \tag{26}$$

The moments combined as in (6) give the same values, $-0.03562$ and $0.03368$.

The signs can be read from (22), because $\Gamma_{111}$, $\Gamma_{1111}$ and $\Gamma_{11111}$ are positive and site 1 dominates the sums. With internal indices kept at site 1, the two-vertex term is $10(0.8144)(0.3908)(0.4968)^6=0.0478$, close to the full $0.0490$. The one-vertex term in the same approximation is $-0.2655(0.4968)^5=-0.0080$. The positive result thus comes from joining a cubic to a quartic vertex in ten ways.

### Real time and scattering amplitudes

For real time write

$$Z[J]=\int d\phi\,e^{i(S_M+J\phi)},\qquad \ln Z=iW_M,\qquad \Gamma_M=W_M-J\varphi. \tag{27}$$

The usual small damping term makes the integral converge. Here $\varphi=W_M'$, and the calculation in (9) gives $\Gamma_M'=-J$. Comparison with (2) shows $-S\to iS_M$ and $J\to iJ$. Therefore $-\Gamma=W-J\varphi$ becomes $iW_M-iJ\varphi=i\Gamma_M$, and each tree vertex $-\Gamma^{(n)}$ becomes $i\Gamma_M^{(n)}$. The tree argument used the invertibility of $D$, not its positivity, so it carries over where that inverse exists.

The connected functions are $G_n=(-i\partial_J)^n\ln Z$. In particular $G_2=-iW_M''$. Since $\Gamma_M''=-(W_M'')^{-1}$,

$$i\Gamma_M^{(2)}=-G_2^{-1}. \tag{28}$$

For a free field in momentum space $\Gamma_M^{(2)}=p^2-m^2+i\epsilon$, and (28) gives $G_2=i/(p^2-m^2+i\epsilon)$, as it should.

Removing the external propagators from the four-leg function leaves, in compact notation,

$$G_4^{\rm amp}=i\Gamma_M^{(4)}+\sum_{\text{3 pairings}}\left(i\Gamma_M^{(3)}\right)G_2\left(i\Gamma_M^{(3)}\right). \tag{29}$$

A one-particle pole of $G_2$ thus appears in an exchange term when the momentum passing between two pairs of legs reaches the particle's mass shell, provided the adjoining vertices do not vanish there. An S-matrix element also requires on-shell external momenta and the residue factors of the external propagators. At tree level $\Gamma_M$ is replaced by $S_M$, and (29) becomes the contact and exchange diagrams read directly from the action.

The construction needs an invertible relation between $J$ and $\varphi$. If, in an infinite system, $W$ has a kink at $J=0$, the mean jumps there, and the derivatives must be taken on one chosen side. If $\Gamma^{(2)}$ has a zero mode, $D$ does not exist in that direction until the mode is fixed or treated separately.
